# Reduced-Mass Scaling and Opposite Mass-Polarisation Shifts in 1s2p 1P and 3P: a numerical check

```python
"""
Result under test: for a two-electron atom with nuclear mass M (electron mass 1),
    E = mu * [E_inf + K/(M+1)] + second order,   mu = M/(M+1),   K = <p1.p2>,
and for 1s2p product states K = +|<1s|p|2p>|^2 (singlet), -|<1s|p|2p>|^2 (triplet).
Symbols: Z nuclear charge, E_inf and K belong to the infinite-mass atom,
sign = +1 for the singlet (symmetric space part), -1 for the triplet.
Algebra is in atomic units; printed energies are in eV and lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z, M = 3.0, 10000.0
mu = M / (M + 1)

# --- Centre-of-mass separation: laboratory and internal kinetic operators ---
# One Cartesian component suffices: the components do not mix.
x = sp.symbols("x1:4")
X, R = sp.symbols("X R")
r = sp.symbols("r1:4")
Mt = sp.Integer(7)
F = sp.sin(R + 2*r[0] - r[1]) * sp.exp(r[0]*r[2]/5) + R*r[1]*r[2]
to_lab = {R: (sum(x) + Mt*X)/(3 + Mt)}
to_lab.update({r[i]: x[i] - X for i in range(3)})
F_lab = F.subs(to_lab, simultaneous=True)
T_lab = -sum(sp.diff(F_lab, q, 2) for q in x)/2 - sp.diff(F_lab, X, 2)/(2*Mt)
T_int = (-sp.diff(F, R, 2)/(2*(3 + Mt))
         - (1 + 1/Mt)*sum(sp.diff(F, q, 2) for q in r)/2
         - sum(sp.diff(F, r[i], r[j]) for i in range(3) for j in range(i))/Mt)
point = {x[0]: 0.3, x[1]: -0.7, x[2]: 1.1, X: 0.2}
T_int_lab = T_int.subs(to_lab, simultaneous=True)
assert abs(float((T_lab - T_int_lab).subs(point))) < 1e-11

# --- One-electron basis; the symbol H is only a label for the centre ---
basis = [[0, [0.04*2.6**k, 1.0]] for k in range(12)]
basis += [[1, [0.04*2.5**k, 1.0]] for k in range(9)]
basis += [[2, [0.15*3.0**k, 1.0]] for k in range(4)]
mol = gto.M(atom="H 0 0 0", basis={"H": basis}, spin=1, verbose=0)
n = mol.nao_nr()
# Axes under whose reflection each real harmonic changes sign
odd_axes = {0: [""], 1: ["x", "y", "z"], 2: ["xy", "yz", "", "xz", ""]}
ang, odd = [], []
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    ang += [l]*(2*l + 1)
    odd += [set(a) for a in odd_axes[l]]
ang = np.array(ang)
val, vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
Q = (vec/np.sqrt(val)) @ vec.T


def orthonormal(A):
    return Q @ A @ Q


T1 = orthonormal(mol.intor("int1e_kin"))
RINV = orthonormal(mol.intor("int1e_rinv"))
R2 = orthonormal(mol.intor("int1e_r2"))
GRAD = np.array([-orthonormal(A) for A in mol.intor("int1e_ipovlp")])
eri = mol.intor("int2e").reshape(n, n, n, n)
for _ in range(4):
    eri = np.tensordot(eri, Q, axes=(0, 0))

# --- Two-electron space: even orbital g times odd orbital u, z-like overall ---
pairs = [(g, u) for g in range(n) for u in range(n)
         if ang[g] % 2 == 0 and ang[u] == 1 and odd[g] ^ odd[u] == {"z"}]
g, u = np.array(pairs).T
gc, uc = g[:, None], u[:, None]


def one_body(A):
    return A[gc, g]*(uc == u) + (gc == g)*A[uc, u]


KIN, ATT, RSQ = one_body(T1), -Z*one_body(RINV), one_body(R2)
DIRECT, EXCH = eri[gc, g, uc, u], eri[gc, u, uc, g]
POL = -sum(D[gc, u]*D[uc, g] for D in GRAD)
del eri


def hamiltonian(sign, mass=1.0, coupling=0.0):
    return KIN/mass + ATT + DIRECT + sign*EXCH + coupling*sign*POL


def lowest(H):
    e, c = np.linalg.eigh(H)
    return e[0], c[:, 0]


def p1p2(C):
    """<p1.p2> from the full two-electron coefficient matrix, no parity used."""
    return -sum(np.sum(C*(D @ C @ D.T)) for D in GRAD)


def full_matrix(c, sign):
    C = np.zeros((n, n))
    C[g, u] = c/np.sqrt(2)
    C[u, g] = sign*c/np.sqrt(2)
    return C


def product(a, b, sign):
    return (np.outer(a, b) + sign*np.outer(b, a))/np.sqrt(2)


def orbital(charge, members, level=0):
    idx = np.array(members)
    h = (T1 - charge*RINV)[np.ix_(idx, idx)]
    out = np.zeros(n)
    out[idx] = np.linalg.eigh(h)[1][:, level]
    return out


s_set = [i for i in range(n) if ang[i] == 0]
pz_set = [i for i in range(n) if ang[i] == 1 and odd[i] == {"z"}]
d_set = [i for i in range(n) if ang[i] == 2 and odd[i] == {"x", "y"}]
core = orbital(Z, s_set)

# --- Hydrogenic products: closed formula against two-electron expectation ---
K_hyd = {}
for b in (Z, Z - 1):
    K_hyd[b] = 2*(Z*b)**5/(Z + b/2)**8
    for sign in (1, -1):
        K_num = p1p2(product(core, orbital(b, pz_set), sign))
        assert abs(K_num - sign*K_hyd[b]) < 3e-3*K_hyd[b]
assert abs(K_hyd[Z] - 512*Z**2/6561) < 1e-12
for other in (orbital(Z, s_set, 1), orbital(Z, d_set)):
    for sign in (1, -1):
        assert abs(p1p2(product(core, other, sign))) < 1e-9

# --- Frozen 1s core: exchange changes the 2p orbital (0 = exchange off) ---
B = core[g][:, None]*(u[:, None] == np.array(pz_set)[None, :])
K_frozen, rms_2p = {}, {}
for sign in (1, 0, -1):
    v = lowest(B.T @ hamiltonian(sign) @ B)[1]
    outer = np.zeros(n)
    outer[pz_set] = v
    K_frozen[sign] = sum((core @ D @ outer)**2 for D in GRAD)
    rms_2p[sign] = np.sqrt(outer @ R2 @ outer)
    if sign:
        K_two = p1p2(full_matrix(B @ v, sign))
        assert abs(K_two - sign*K_frozen[sign]) < 1e-9
assert K_frozen[1] < K_frozen[0] < K_frozen[-1]
assert rms_2p[1] > rms_2p[0] > rms_2p[-1]

# --- Configuration interaction, reduced-mass scaling and finite nuclear mass ---
E, K, K_sp, rms, E_direct, E_first, second = {}, {}, {}, {}, {}, {}, {}
sp_only = np.flatnonzero(ang[g] == 0)
for sign in (1, -1):
    E[sign], c = lowest(hamiltonian(sign))
    K[sign] = p1p2(full_matrix(c, sign))
    rms[sign] = np.sqrt(c @ RSQ @ c)
    assert abs(K[sign] - sign*(c @ POL @ c)) < 1e-9
    c_sp = np.zeros(len(g))
    c_sp[sp_only] = lowest(hamiltonian(sign)[np.ix_(sp_only, sp_only)])[1]
    K_sp[sign] = p1p2(full_matrix(c_sp, sign))
    # Fixed basis, so scaling holds only up to basis incompleteness
    e_light, c_light = lowest(hamiltonian(sign, mass=0.9))
    assert abs(e_light - 0.9*E[sign]) < 5e-4
    K_light = p1p2(full_matrix(c_light, sign))
    assert abs(K_light/K[sign] - 0.81) < 0.01
    # The remainder after first order must be quadratic and negative
    rest = [lowest(hamiltonian(sign, coupling=k))[0] - E[sign] - k*K[sign]
            for k in (0.02, 0.01)]
    assert rest[1] < 0 and abs(rest[0]/rest[1] - 4) < 0.3
    second[sign] = rest[1]/0.01**2
    E_direct[sign] = lowest(hamiltonian(sign, mass=mu, coupling=1/M))[0]
    E_first[sign] = mu*(E[sign] + K[sign]/(M + 1))
    # Allowance: second order in 1/M and the virial defect of the basis
    assert abs(E_direct[sign] - E_first[sign]) < 5e-3*abs(K[sign])/M
assert K[1] > 0 > K[-1]
assert abs(K[-1]) > abs(K[1]) and rms[-1] < rms[1]

# --- Worked example ---
name = {1: "1P", 0: "no exchange", -1: "3P"}
print(f"nuclear charge Z = {Z:.0f}")
print(f"nuclear mass M = {M:.0f} electron masses")
print(f"reduced mass mu = {mu:.8f} electron masses")
print(f"1 hartree = {EV:.6f} eV; 1 bohr = {ANG:.6f} angstrom")
print(f"basis: {n} orbitals, {len(g)} two-electron functions")
print("K = <p1.p2>/(electron mass), infinite nuclear mass:")
print(f"|K| hydrogenic, 2p charge {Z:.0f}: {K_hyd[Z]*EV:.4f} eV")
print(f"|K| hydrogenic, 2p charge {Z-1:.0f}: {K_hyd[Z-1]*EV:.4f} eV")
for sign in (1, 0, -1):
    print(f"frozen core, {name[sign]}: |<1s|p|2p>|^2 = {K_frozen[sign]*EV:.4f} eV")
    print(f"frozen core, {name[sign]}: 2p rms radius = {rms_2p[sign]*ANG:.4f} angstrom")
for sign in (1, -1):
    t = name[sign]
    normal = (mu - 1)*E[sign]
    specific = mu*K[sign]/(M + 1)
    print(f"{t}: E_inf (CI) = {E[sign]*EV:.4f} eV")
    print(f"{t}: K, sp configurations only = {K_sp[sign]*EV:+.4f} eV")
    print(f"{t}: K, spd CI = {K[sign]*EV:+.4f} eV")
    print(f"{t}: sqrt<r1^2+r2^2> = {rms[sign]*ANG:.4f} angstrom")
    print(f"{t}: normal mass shift = {normal*EV:+.7f} eV")
    print(f"{t}: mass-polarisation shift = {specific*EV:+.7f} eV")
    print(f"{t}: the same shift = {specific*1e6:+.3f} microhartree")
    print(f"{t}: total first-order shift = {(normal + specific)*EV:+.7f} eV")
    print(f"{t}: shift by direct diagonalization = {(E_direct[sign]-E[sign])*EV:+.7f} eV")
    print(f"{t}: second-order coefficient = {second[sign]*EV:.3f} eV")
    print(f"{t}: second-order shift = {mu*second[sign]/(M+1)**2*EV:.2e} eV")
gap = E[1] - E[-1]
print(f"interval 1P-3P, infinite mass = {gap*EV:.4f} eV")
print(f"interval change, reduced mass = {(mu-1)*gap*EV:+.7f} eV")
print(f"interval change, polarisation = {mu*(K[1]-K[-1])/(M+1)*EV:+.7f} eV")
print(f"magnitude ratio |K(3P)|/|K(1P)| = {abs(K[-1]/K[1]):.4f}")
print("no test failed")
```

Output:

```
nuclear charge Z = 3
nuclear mass M = 10000 electron masses
reduced mass mu = 0.99990001 electron masses
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
basis: 59 orbitals, 252 two-electron functions
K = <p1.p2>/(electron mass), infinite nuclear mass:
|K| hydrogenic, 2p charge 3: 19.1114 eV
|K| hydrogenic, 2p charge 2: 6.4574 eV
frozen core, 1P: |<1s|p|2p>|^2 = 5.8065 eV
frozen core, 1P: 2p rms radius = 1.4846 angstrom
frozen core, no exchange: |<1s|p|2p>|^2 = 7.0214 eV
frozen core, no exchange: 2p rms radius = 1.4301 angstrom
frozen core, 3P: |<1s|p|2p>|^2 = 8.5897 eV
frozen core, 3P: 2p rms radius = 1.3678 angstrom
1P: E_inf (CI) = -135.8599 eV
1P: K, sp configurations only = +5.7155 eV
1P: K, spd CI = +6.8342 eV
1P: sqrt<r1^2+r2^2> = 1.5064 angstrom
1P: normal mass shift = +0.0135846 eV
1P: mass-polarisation shift = +0.0006833 eV
1P: the same shift = +25.110 microhartree
1P: total first-order shift = +0.0142679 eV
1P: shift by direct diagonalization = +0.0142669 eV
1P: second-order coefficient = -18.719 eV
1P: second-order shift = -1.87e-07 eV
3P: E_inf (CI) = -136.8051 eV
3P: K, sp configurations only = -9.1301 eV
3P: K, spd CI = -8.2850 eV
3P: sqrt<r1^2+r2^2> = 1.3937 angstrom
3P: normal mass shift = +0.0136791 eV
3P: mass-polarisation shift = -0.0008283 eV
3P: the same shift = -30.441 microhartree
3P: total first-order shift = +0.0128508 eV
3P: shift by direct diagonalization = +0.0128499 eV
3P: second-order coefficient = -20.548 eV
3P: second-order shift = -2.05e-07 eV
interval 1P-3P, infinite mass = 0.9453 eV
interval change, reduced mass = -0.0000945 eV
interval change, polarisation = +0.0015116 eV
magnitude ratio |K(3P)|/|K(1P)| = 1.2123
no test failed
```
